# Average thermodynamic factor of a narrow compound near equal composition

## Problem

A compound of A and B has a single-phase field 0.001 wide in the mole fraction $x$ of B, close to $x=0.5$. At 1000 K and fixed pressure, the chemical potential $\mu_B$ rises by 20 kJ/mol from the A-rich to the B-rich edge of the field. The thermodynamic factor is

$$
\Phi=\frac{d\ln a_B}{d\ln x},
$$

where $a_B$ is the activity of B.

(a) Show that $\Phi$ is the same for both components.

(b) Calculate its average over the composition field, and find how much the answer depends on the unknown shape of $\mu_B(x)$.

(c) Suppose that composition changes by non-interacting antisite atoms on two equal sublattices. How far do local values depart from the average if the stoichiometric composition $x=1/2$ lies at the centre of the field? What if it lies at the A-rich edge?

(d) What does the average say about the growth of a layer of this compound by diffusion?

(e) How many digits of the answer are worth keeping?

## Solution

### (a) One factor for both components

Let $g(x)$ be the Gibbs energy per mole of atoms. For $n=n_A+n_B$ moles, $G=n\,g(x)$ with $x=n_B/n$, so that

$$
\frac{\partial x}{\partial n_B}=\frac{1-x}{n},\qquad
\frac{\partial x}{\partial n_A}=-\frac{x}{n}.
$$

Differentiating $G$ with respect to each amount gives

$$
\mu_B=g+(1-x)g',\qquad \mu_A=g-xg'.
$$

A further derivative with respect to $x$ gives

$$
\frac{d\mu_B}{dx}=g'-g'+(1-x)g''=(1-x)g'',\qquad
\frac{d\mu_A}{dx}=g'-g'-xg''=-xg''.
$$

Since $\mu_B=\mu_B^\circ+RT\ln a_B$ and $d\ln x=dx/x$, the factor for B is

$$
\Phi=\frac{x}{RT}\frac{d\mu_B}{dx}=\frac{x(1-x)g''}{RT}.
$$

For A the mole fraction is $1-x$, and $d(1-x)=-dx$. Its factor is therefore

$$
-\frac{1-x}{RT}\frac{d\mu_A}{dx}=\frac{x(1-x)g''}{RT},
$$

which is the same. The two potentials move in opposite directions, $d\mu_A=-[x/(1-x)]\,d\mu_B$. Near $x=1/2$, $\mu_A$ thus falls by about 20 kJ/mol while $\mu_B$ rises by 20 kJ/mol, and the difference $\mu_B-\mu_A$ spans about 40 kJ/mol. The given span is that of one component, so it goes with the prefactor $x$. If the span of the difference is used instead, the prefactor is $x(1-x)$, and the result is the same.

### (b) The average and its bounds

Let the field run from $x_1$ to $x_2$, with $\Delta x=x_2-x_1$, and let $\Delta\mu$ be the rise of $\mu_B$. The average over composition is

$$
\langle\Phi\rangle=\frac1{\Delta x}\int_{x_1}^{x_2}\Phi\,dx
=\frac{1}{RT\,\Delta x}\int x\,d\mu_B .
$$

A stable phase has $g''\ge0$, so $\mu_B$ does not decrease with $x$. Every increment $d\mu_B$ is then non-negative and is weighted by an $x$ between $x_1$ and $x_2$. Hence

$$
\frac{x_1\Delta\mu}{RT\Delta x}\le\langle\Phi\rangle\le
\frac{x_2\Delta\mu}{RT\Delta x}.
$$

With $RT=8.3145$ kJ/mol and $x=0.5$,

$$
\langle\Phi\rangle\simeq\frac{x\Delta\mu}{RT\Delta x}
=\frac{0.5\times20}{8.3145\times0.001}\simeq1203.
$$

For a field from 0.4995 to 0.5005 the bounds are 1201.5 and 1203.9. The shape of $\mu_B(x)$ can therefore move the average by no more than 0.1 % from the central value.

One might instead divide the total change of $\ln a_B$ by the total change of $\ln x$, which gives $\Delta\mu/[RT\ln(x_2/x_1)]$. Because $\ln(x_2/x_1)=\int dx/x$ lies between $\Delta x/x_2$ and $\Delta x/x_1$, this average obeys the same bounds.

The size of the number has a direct meaning. In an ideal solution $\Phi=1$, and the same change of composition would alter $\mu_B$ by about $RT\Delta x/x=16.6$ J/mol. The compound needs 20 kJ/mol, about 1200 times as much.

### (c) Local values in an antisite model

Half of the sites belong to A and half to B. Let $p$ be the fraction of A sites that hold B, and $q$ the fraction of B sites that hold A. There are no vacancies, so

$$
x=\tfrac12(p+1-q),\qquad \delta\equiv x-\tfrac12=\tfrac12(p-q).
$$

Each antisite atom costs an energy $\varepsilon$ per mole. Unequal costs for the two kinds would add a term linear in $\delta$ to $g$, which shifts $\mu_B-\mu_A$ by a constant and leaves $g''$ unchanged. With random mixing on each sublattice, and apart from a constant,

$$
\frac{g}{RT}=\frac12\left[\frac{\varepsilon}{RT}(p+q)+s(p)+s(q)\right],
$$

$$
s(y)=y\ln y+(1-y)\ln(1-y),\qquad s'(y)=\ln\frac{y}{1-y}\simeq\ln y .
$$

The last form holds for dilute defects. At fixed $\delta$, $dp=dq$, and the minimum of $g$ requires

$$
\frac{2\varepsilon}{RT}+\ln p+\ln q=0,
\qquad pq=K^2,\qquad K=e^{-\varepsilon/RT}.
$$

Define $u=(\mu_B-\mu_A)/RT=(dg/dx)/RT$. At the minimum, to first order, $g$ depends only on the change of $\delta$, not on how $p$ and $q$ share it. We may therefore vary $p$ alone, with $d\delta=dp/2$:

$$
u=\frac{\tfrac12(\varepsilon/RT+\ln p)\,dp}{\tfrac12\,dp}
=\frac{\varepsilon}{RT}+\ln p .
$$

This gives $p=Ke^{u}$ and, from $pq=K^2$, $q=Ke^{-u}$. Consequently

$$
\delta=K\sinh u,\qquad \frac{du}{dx}=\frac1{K\cosh u}.
$$

Since $g''/RT=du/dx$ and $x(1-x)=\tfrac14-\delta^2\simeq\tfrac14$,

$$
\Phi\simeq\frac{1}{4K\cosh u}=\frac1{4\sqrt{K^2+\delta^2}} .
$$

The factor peaks at stoichiometry, where defects are fewest and a change of composition costs most.

The span of $\mu_B$ fixes $K$. From part (a), $d\mu_B=(1-x)\,d(\mu_B-\mu_A)\simeq\tfrac12RT\,du$, so $u$ must rise by $2U$ in total, where

$$
U=\frac{\Delta\mu}{RT}=\frac{20}{8.3145}=2.405 .
$$

**Stoichiometry at the centre.** Here $u$ runs from $-U$ to $U$, and $\delta=\Delta x/2$ at $u=U$. Therefore

$$
K=\frac{\Delta x/2}{\sinh U}=9.1\times10^{-5},
\qquad \varepsilon=-RT\ln K\simeq77\ \text{kJ/mol}\simeq0.80\ \text{eV}.
$$

The peak value is $1/(4K)\simeq2750$, and the edge value, smaller by the factor $\cosh U$, is about 490.

**Stoichiometry at the A-rich edge.** Now $u$ runs from 0 to $2U$, so $K=\Delta x/\sinh 2U=1.63\times10^{-5}$. The factor falls from about 15 400 at the A-rich edge to about 250 at the B-rich edge.

In both cases the composition average is

$$
\langle\Phi\rangle\simeq\frac1{\Delta x}\int\frac14\frac{du}{dx}\,dx
=\frac{2U}{4\Delta x}=\frac{U}{2\Delta x}\simeq1203 .
$$

Moving the stoichiometric point changes the peak by a factor of more than five and leaves the average unchanged at this accuracy. The average is thus well determined by the data, while a local value is not. In the opposite limit, $\Delta\mu\ll RT$, $\cosh U$ tends to 1 in the centred case, and the factor becomes nearly uniform across the field.

### (d) Diffusion through a layer

Let $D_A^*$ and $D_B^*$ be the tracer diffusion coefficients. Darken's relation, which neglects correlations between the jumps of A and B atoms, gives the interdiffusion coefficient as

$$
\tilde D=\left[(1-x)D_B^*+xD_A^*\right]\Phi .
$$

For equal coefficients $D^*$, this is $\tilde D=D^*\Phi$. In a strongly ordered compound the neglected correlations can change $\tilde D$ appreciably, even when the two tracer coefficients are equal. The fluxes and growth rates below are therefore estimates within Darken's approximation. Let the layer have thickness $L$ and a constant molar volume $V_m$ per mole of atoms. If its composition range is narrow compared with the gaps in composition to the neighbouring phases, it stores little of the B that crosses it, and the flux magnitude $J$ is nearly uniform in depth. Integrating $J=(\tilde D/V_m)\,|dx/dz|$ across the layer gives

$$
JLV_m=\int_{x_1}^{x_2}\tilde D\,dx .
$$

If $D^*$ is also uniform, then

$$
\int\tilde D\,dx=D^*\langle\Phi\rangle\Delta x
\simeq D^*\frac{x\Delta\mu}{RT}=1.20\,D^* .
$$

The width has cancelled. At fixed $\Delta\mu$ and $D^*$, a narrower compound has a smaller composition difference and a proportionally larger factor, so it carries the same flux. A narrow field does not by itself make a layer grow slowly, so long as $D^*$ is not also reduced; the last example of this part shows a case where it is.

To connect flux with growth, let the neighbouring phases have compositions $x_L<x<x_R$, the same molar volume per atom, and no flux inside them. Converting the B-rich neighbour releases B, and converting the A-rich neighbour consumes it. If the two boundaries advance at speeds $v_R$ and $v_L$, conservation of B requires

$$
(x_R-x)v_R=JV_m,\qquad (x-x_L)v_L=JV_m .
$$

The thickness grows at the rate $v_R+v_L$:

$$
\frac{dL}{dt}=\frac1L\left[\frac1{x_R-x}+\frac1{x-x_L}\right]\int\tilde D\,dx .
$$

This is parabolic growth, provided that diffusion, not reaction at the boundaries, sets the rate. The expression needs $x_R-x$ and $x-x_L$ to be much larger than $\Delta x$. In the centred antisite model it underestimates $L^2/t$ by about 3 % for neighbours at 0.49 and 0.51, and the true value is about 15 % higher for neighbours at 0.498 and 0.502.

An average over depth is a different quantity. For uniform $D^*$, a uniform flux makes $\Phi\,dx\propto x\,d\mu_B$ proportional to $dz$. Since $x$ hardly varies, $\mu_B$ is nearly linear in depth, and so is $u$. In the centred antisite model,

$$
\langle\Phi\rangle_z=\frac1{2U}\int_{-U}^{U}\frac{du}{4K\cosh u}
=\frac1{4K}\,\frac{2\arctan[\tanh(U/2)]}{U}\simeq1590 .
$$

This exceeds 1203 because the composition gradient is smallest where $\Phi$ is largest, so more of the depth lies near the peak. The composition average is the one that belongs in $\int\tilde D\,dx$.

The assumption of a uniform $D^*$ can matter far more than the 0.1 % that part (b) allows for the shape of $\mu_B(x)$. Suppose, in the centred antisite model, that $D^*$ is instead proportional to the total antisite fraction, $p+q=2K\cosh u$, and equals $D_0^*$ at stoichiometry. Then

$$
\tilde D=D_0^*\cosh u\,\frac1{4K\cosh u}=\frac{D_0^*}{4K},
\qquad
\int\tilde D\,dx=\frac{D_0^*\Delta x}{4K}=\frac{D_0^*}{2}\sinh U\simeq2.75\,D_0^* .
$$

This is larger by $\sinh U/U\simeq2.28$ than for a uniform coefficient equal to $D_0^*$. The thermodynamic average has not changed; the mobility has. The factor depends on the reference: $D_0^*$ is the smallest value of $D^*$, and against a uniform coefficient equal to the composition average of $D^*$, about $3.0\,D_0^*$, the ratio is 0.76. In this case the width also ceases to cancel. With $D^*=c(p+q)$ and $c$ fixed, $D_0^*=2cK$ and $\int\tilde D\,dx=cK\sinh U=c\,\Delta x/2$, so a narrower field, having fewer defects, carries a proportionally smaller flux.

### (e) Accuracy

No uncertainties are given, but so small a width is hard to measure, and we take it as the weakest input. An equal relative error in the span would matter about as much. With the other data held fixed, a width of 0.0008 gives 1503 and a width of 0.0012 gives 1002. Moving the centre to $x=0.49$ gives 1179, and raising the temperature to 1010 K at the same span gives 1191. If the width is uncertain by 20 %, the answer lies between about 1000 and 1500, so even its second digit is uncertain. Two digits are the most worth keeping:

$$
\langle\Phi\rangle\approx1.2\times10^3 .
$$

For a growing layer, an error in the width changes $\langle\Phi\rangle$ in inverse proportion but cancels from the growth rate at fixed $\Delta\mu$ and $D^*$. A variation of the tracer coefficient across the field does affect the rate, by a factor of 2.3 relative to a uniform coefficient equal to its value at stoichiometry in the example above.
